# Debugging a numerical check: Few-electron highly charged ions

```python
# M1 decay 2P3/2 -> 2P1/2 of a boronlike ion, Hartree atomic units, c = 1/alpha, mu_B = 1/2.
# Under test: at fixed frequency w,  A_M1 = alpha^5 w^3 (1+2a)^2 / 9  (line strength 4/3 mu_B^2),
# a = electron moment anomaly, g = 2(1+a), mu = -mu_B (L + g S).
# Dirac form: mu/mu_B = -(c r x alpha + a beta Sigma), strength (4/3)(R + 2 a O)^2,
# R = -c int r (Pa Qb + Qa Pb) dr = 1 - (Z alpha)^2/16 + ...,  O = int Pa Pb dr,
# state a = 2p1/2 (kappa = 1), state b = 2p3/2 (kappa = -2), P, Q large and small radial functions.
# E2 rate: alpha^5 w^5 S_E2/60, S_E2 = (4/5) [int r^2 (Pa Pb + Qa Qb) dr]^2.
import numpy as np
from math import gamma, factorial, pi, sqrt
from scipy import constants as sc
from scipy.special import lpmv
from scipy.optimize import brentq
from sympy import Rational as Q_
from sympy.physics.wigner import wigner_3j, wigner_6j

alpha = sc.alpha
c = 1 / alpha
anom = sc.physical_constants['electron mag. mom. anomaly'][0]
a0 = sc.physical_constants['Bohr radius'][0]
t_au = sc.physical_constants['atomic unit of time'][0]
muB_SI = sc.physical_constants['Bohr magneton'][0]
lam_nm = 441.0
omega_of = lambda nm: 2 * pi * c * a0 / (nm * 1e-9)
w = omega_of(lam_nm)
rate_formula = lambda om, a: alpha**5 * om**3 * (1 + 2 * a)**2 / 9
tau_ms = lambda A: 1e3 * t_au / A

sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
xg, wg = np.polynomial.legendre.leggauss(10)
nphi = 12
ct = np.repeat(xg, nphi)
st = np.sqrt(1 - ct**2)
ph = np.tile(2 * pi * np.arange(nphi) / nphi, 10)
wang = np.repeat(wg, nphi) * 2 * pi / nphi
nhat = np.array([st * np.cos(ph), st * np.sin(ph), ct])

# ---- one p electron: diagonalize l.s, golden rule by quadrature over photon directions
lcart = -1j * eps
Lp = np.array([np.kron(lcart[k], np.eye(2)) for k in range(3)])
Sp = np.array([np.kron(np.eye(3), sig[k] / 2) for k in range(3)])
ev, U = np.linalg.eigh(sum(Lp[k] @ Sp[k] for k in range(3)))
assert np.allclose(ev, [-1, -1, .5, .5, .5, .5])
low, up = U[:, :2], U[:, 2:]
assert max(abs(low.conj().T @ (Lp[k] + Sp[k]) @ up).max() for k in range(3)) < 1e-13
pols = [np.array([ct * np.cos(ph), ct * np.sin(ph), -st]),
        np.array([-np.sin(ph), np.cos(ph), 0 * ph])]

def golden_rule(a, vec):
    mu = np.array([-0.5 * low.conj().T @ (Lp[k] + 2 * (1 + a) * Sp[k]) @ vec for k in range(3)])
    tot = 0.0
    for e in pols:
        B = (w / c) * np.cross(nhat.T, e.T)
        tot += np.sum(wang[:, None] * abs(B @ mu)**2)
    return 2 * pi * (2 * pi / w) * w**2 / (2 * pi * c)**3 * tot

for a in (0.0, anom, 0.1):
    for n in range(4):
        assert abs(golden_rule(a, up[:, n]) / rate_formula(w, a) - 1) < 1e-12
S_sum = sum(np.sum(abs(low.conj().T @ Sp[k] @ up)**2) for k in range(3))
h, t3 = Q_(1, 2), Q_(3, 2)
assert abs(S_sum - float(2 * 4 * wigner_6j(h, h, 1, t3, 1, h)**2 * t3)) < 1e-12
w_SI = 2 * pi * sc.c / (lam_nm * 1e-9)
A_SI = sc.mu_0 * w_SI**3 * muB_SI**2 * (S_sum / 4) / (3 * pi * sc.hbar * sc.c**3)
assert abs(A_SI * t_au / rate_formula(w, 0) - 1) < 1e-8

# ---- three electrons in s,p shells: s2p - p3 mixing plus one-body spin-orbit zeta
def annihilator(n):
    M = np.eye(1)
    for k in range(8):
        M = np.kron(M, np.diag([1., -1.]) if k < n else (np.array([[0., 1.], [0., 0.]]) if k == n else np.eye(2)))
    return M
an = [annihilator(n) for n in range(8)]          # orbital index = 2*(s,x,y,z) + spin
occ = np.array([np.sum(x**2, axis=0) for x in an])
n_p = occ[2:].sum(0)
idx = np.where((occ.sum(0) == 3) & (n_p % 2 == 1))[0]
assert len(idx) == 26
cut = [x[:, idx] for x in an]
onebody = lambda m: sum(m[i, j] * cut[i].T @ cut[j] for i in range(8) for j in range(8))
def pad(m6, ms):
    m = np.zeros((8, 8), complex)
    m[:2, :2], m[2:, 2:] = ms, m6
    return m
L3 = [onebody(pad(Lp[k], 0)) for k in range(3)]
S3 = [onebody(pad(Sp[k], sig[k] / 2)) for k in range(3)]
SO = onebody(pad(sum(Lp[k] @ Sp[k] for k in range(3)), 0))
pair = sum(an[2 * k] @ cut[2 * k + 1] for k in (1, 2, 3)).T @ (an[0] @ cut[1])
e_p, t_mix, bL, dS = 1.0, 0.3, 0.05, -0.1
H0 = e_p * np.diag(n_p[idx]) + t_mix * (pair + pair.T) + bL * sum(x @ x for x in L3) + dS * sum(x @ x for x in S3)
for x in L3 + S3:
    assert abs(H0 @ x - x @ H0).max() < 1e-12

def ci_strength(zeta, a):
    e, V = np.linalg.eigh(H0 + zeta * SO)
    assert e[1] - e[0] < 1e-10 and e[5] - e[2] < 1e-10 and e[2] - e[1] > 0.1 * zeta
    s = sum(np.sum(abs(V[:, :2].conj().T @ (L3[k] + 2 * (1 + a) * S3[k]) @ V[:, 2:6])**2) for k in range(3))
    return s, np.sum(abs(V[n_p[idx] == 3, 0])**2)
s_small, p3_weight = ci_strength(1e-4, 0)
assert p3_weight > 0.02 and abs(s_small - 4 / 3) < 1e-8
d1, d2 = 4 / 3 - ci_strength(0.02, 0)[0], 4 / 3 - ci_strength(0.01, 0)[0]
assert abs(d1 / d2 - 4) < 0.2                    # cubic terms are of relative size zeta/gap
s_big = ci_strength(0.5, 0)[0]
ratio_big = ci_strength(0.5, 0.1)[0] / s_big
assert 4 / 3 - s_big > 1e-4 and abs(ratio_big - 1.2**2) < 1e-10

# ---- Dirac-Coulomb orbitals r^gam exp(-lam r) * polynomial
def integ(A, B, u, v, n):
    return sum(x * y * gamma(A['g'] + B['g'] + i + j + n + 1) / (A['l'] + B['l'])**(A['g'] + B['g'] + i + j + n + 1)
               for i, x in enumerate(A[u]) for j, y in enumerate(B[v]))

def dirac(Z, kap, nr):
    u = Z / c
    g = sqrt(kap**2 - u**2)
    W = c**2 * np.expm1(-0.5 * np.log1p((u / (nr + g))**2))
    lam = sqrt(-W * (W + 2 * c**2)) / c
    p, q = ([1.0], [-u / (g - kap)]) if kap < 0 else ([u / (g + kap)], [1.0])
    for k in range(1, nr + 1):
        x = np.linalg.solve([[g + k + kap, -u], [u, g + k - kap]],
                            [lam * p[-1] + (2 * c + W / c) * q[-1], lam * q[-1] - W / c * p[-1]])
        p.append(x[0]); q.append(x[1])
    assert abs(lam * p[-1] + (2 * c + W / c) * q[-1]) < 1e-9 * lam * abs(p[-1])   # series terminates
    A = dict(g=g, l=lam, W=W, k=kap, p=np.array(p), q=np.array(q))
    N = sqrt(integ(A, A, 'p', 'p', 0) + integ(A, A, 'q', 'q', 0))
    A['p'], A['q'] = A['p'] / N, A['q'] / N
    return A

def radial(Z):
    A, B = dirac(Z, 1, 1), dirac(Z, -2, 0)
    return (-c * (integ(A, B, 'p', 'q', 1) + integ(A, B, 'q', 'p', 1)), integ(A, B, 'p', 'p', 0),
            integ(A, B, 'p', 'p', 2) + integ(A, B, 'q', 'q', 2), B['W'] - A['W'])

def Y(l, m):
    if abs(m) > l:
        return 0j * ct
    y = sqrt((2 * l + 1) / (4 * pi) * factorial(l - abs(m)) / factorial(l + abs(m))) \
        * lpmv(abs(m), l, ct) * np.exp(1j * abs(m) * ph)
    return y if m >= 0 else (-1)**abs(m) * y.conj()

def Om(kap, m):
    l = kap if kap > 0 else -kap - 1
    x, y = sqrt((l + m + .5) / (2 * l + 1)), sqrt((l - m + .5) / (2 * l + 1))
    y1, y2 = Y(l, int(round(m - .5))), Y(l, int(round(m + .5)))
    return np.array([x * y1, y * y2]) if kap < 0 else np.array([-y * y1, x * y2])
for kap, m in [(1, .5), (1, -.5), (-2, 1.5), (-2, .5), (-2, -.5), (-2, -1.5)]:
    assert np.allclose(np.einsum('kn,kab,bn->an', nhat, sig, Om(kap, m)), -Om(-kap, m))
z2 = np.zeros((2, 2))
alp = [np.block([[z2, s], [s, z2]]) for s in sig]
bSig = [np.block([[s, z2], [z2, -s]]) for s in sig]

def three_d(Z, om):
    t = np.linspace(np.log(1e-6 / Z), np.log(80 / Z), 200)
    r = np.exp(t)
    wt = (r * (t[1] - t[0]))[:, None] * wang[None, :]
    pos = r[None, :, None] * nhat[:, None, :]
    def psi(A, m):
        f = r**A['g'] * np.exp(-A['l'] * r)
        P, Q = f * np.polyval(A['p'][::-1], r), f * np.polyval(A['q'][::-1], r)
        s = np.concatenate([Om(A['k'], m)[:, None, :] * P[None, :, None],
                            1j * Om(-A['k'], m)[:, None, :] * Q[None, :, None]])
        assert abs(np.sum(wt * abs(s)**2) - 1) < 1e-10
        return s
    fin = [psi(dirac(Z, 1, 1), m) for m in (.5, -.5)]
    ini = [psi(dirac(Z, -2, 0), m) for m in (1.5, .5, -.5, -1.5)]
    geo = [(np.array([0, 0, 1.]), np.array([1., 0, 0])), (np.array([1., 2, 2]) / 3, np.array([2., -2, 1]) / 3)]
    D, Pa, full = [], [], np.zeros(2)
    for f in fin:
        for i in ini:
            cur = np.array([np.sum(f.conj() * np.tensordot(x, i, 1), axis=0) * wt for x in alp])
            D.append(c * np.cross(pos, cur, axis=0).sum(axis=(1, 2)))
            Pa.append([np.sum(f.conj() * np.tensordot(x, i, 1) * wt) for x in bSig])
            for n, (kh, e1) in enumerate(geo):
                wave = np.exp(-1j * om / c * np.tensordot(kh, pos, 1))
                vec = c * (cur * wave).sum(axis=(1, 2))
                full[n] += abs(e1 @ vec)**2 + abs(np.cross(kh, e1) @ vec)**2
    return np.array(D), np.array(Pa), om / (2 * pi * c**3) * 4 * pi * full / 4

Zeff = brentq(lambda Z: radial(Z)[3] - w, 10, 18, xtol=1e-13)
for Z in (1.0, Zeff):
    D, Pa, full = three_d(Z, w)
    R, O, r2, _ = radial(Z)
    for a in (0.0, anom, 0.1):
        assert abs(np.sum(abs(D + a * Pa)**2) / (4 / 3 * (R + 2 * a * O)**2) - 1) < 1e-9
    if Z == 1.0:
        ratio_H = np.sum(abs(D + 0.1 * Pa)**2) / np.sum(abs(D)**2)
        assert abs(ratio_H - 1.2**2) < alpha**2
coef = [(1 - radial(Z)[0]) / (Z * alpha)**2 for Z in (1.0, 2.0)]
assert all(abs(16 * x - 1) < 2e-3 for x in coef)
ang_E2 = float(8 * wigner_3j(h, 2, t3, h, 0, -h)**2)
A_E2 = alpha**5 * w**5 * ang_E2 * r2**2 / 60
A0, A1 = rate_formula(w, 0), rate_formula(w, anom)
for x in full:                                   # M1 retardation is about 1e-3 of the E2 rate
    assert abs((x - A0 * R**2) / A_E2 - 1) < 1e-2
A_fin = A0 * (R + 2 * anom * O)**2 + A_E2
R18, O18, _, w18 = radial(18.0)

out = [("alpha", alpha, ""), ("anomaly a", anom, ""), ("alpha/(2 pi)", alpha / (2 * pi), ""),
       ("1+4a", 1 + 4 * anom, ""), ("(1+2a)^2", (1 + 2 * anom)**2, ""), ("4a^2", 4 * anom**2, ""),
       ("atomic unit of time", t_au, "s"), ("input wavelength", lam_nm, "nm"), ("omega", w, "hartree"),
       ("line strength, a=0", S_sum, "mu_B^2"), ("line strength, with a", S_sum * (1 + 2 * anom)**2, "mu_B^2"),
       ("A_M1, a=0", A0, "a.u."), ("A_M1, a=0", A0 / t_au, "1/s"), ("tau, a=0", tau_ms(A0), "ms"),
       ("A_M1, with a", A1, "a.u."), ("A_M1, with a", A1 / t_au, "1/s"), ("tau, with a", tau_ms(A1), "ms"),
       ("shortening by a", tau_ms(A0) - tau_ms(A1), "ms"),
       ("tau with a, 440.5 nm", tau_ms(rate_formula(omega_of(440.5), anom)), "ms"),
       ("tau with a, 441.5 nm", tau_ms(rate_formula(omega_of(441.5), anom)), "ms"),
       ("3*0.5nm/lambda", 1.5 / lam_nm, ""),
       ("model e_p", e_p, "hartree"), ("model pair mixing", t_mix, "hartree"),
       ("model L^2 coefficient", bL, "hartree"), ("model S^2 coefficient", dS, "hartree"),
       ("model p3 weight", p3_weight, ""), ("model strength, zeta=1e-4", s_small, "mu_B^2"),
       ("4/3 - strength, zeta=0.02", d1, "mu_B^2"), ("4/3 - strength, zeta=0.01", d2, "mu_B^2"),
       ("model strength, zeta=0.5", s_big, "mu_B^2"), ("model ratio a=0.1, zeta=0.5", ratio_big, ""),
       ("Dirac ratio a=0.1, Z=1", ratio_H, ""), ("(1-R)/(Z alpha)^2, Z=1", coef[0], ""),
       ("Z_eff", Zeff, ""), ("(Z_eff alpha)^2", (Zeff * alpha)**2, ""), ("R(Z_eff)", R, ""),
       ("1-(Z_eff alpha)^2/16", 1 - (Zeff * alpha)**2 / 16, ""), ("O(Z_eff)", O, ""),
       ("(R+2aO)^2", (R + 2 * anom * O)**2, ""), ("(R+2aO)^2/R^2", (1 + 2 * anom * O / R)**2, ""),
       ("E2 radial integral", r2, "bohr^2"), ("E2 angular factor", ang_E2, ""),
       ("A_E2", A_E2, "a.u."), ("A_E2/A_M1", A_E2 / A1, ""),
       ("plane-wave rate, a=0", full[0], "a.u."), ("Dirac M1 + E2, a=0", A0 * R**2 + A_E2, "a.u."),
       ("final rate", A_fin, "a.u."), ("final rate", A_fin / t_au, "1/s"), ("final tau", tau_ms(A_fin), "ms"),
       ("bare Z=18 splitting", w18, "hartree"), ("R(18)", R18, ""),
       ("tau with Z=18 orbitals, M1", tau_ms(A0 * (R18 + 2 * anom * O18)**2), "ms"),
       ("final tau / 9.6 ms - 1", tau_ms(A_fin) / 9.6 - 1, "")]
for name, val, unit in out:
    print(f"{name}: {float(np.real(val)):.8g} {unit}".rstrip())
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 64, in <module>
    assert abs(S_sum - float(2 * 4 * wigner_6j(h, h, 1, t3, 1, h)**2 * t3)) < 1e-12
                                     ^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "sympy/physics/wigner.py", line 577, in wigner_6j
    racah(j_1, j_2, j_5, j_4, j_3, j_6, prec)
  File "sympy/physics/wigner.py", line 453, in racah
    _big_delta_coeff(cc, dd, ee, prec) * \
    ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "sympy/physics/wigner.py", line 373, in _big_delta_coeff
    raise ValueError("j values must be integer or half integer and fulfill the triangle relation")
ValueError: j values must be integer or half integer and fulfill the triangle relation
```

Diagnosis: The Racah cross-check passed the 6j arguments in the wrong order: {1/2 1/2 1; 3/2 1 1/2} contains the impossible triad (3/2, 1, 1), so sympy raised an error before any comparison was made. For the spin operator between (L S)J and (L S)J′ the symbol is {S J L; J′ S 1} = {1/2 1/2 1; 3/2 1/2 1}, whose square is 1/9, giving 2·4·(1/9)·(3/2) = 4/3. Only that call and a comment on it are changed; the tested quantity and all tolerances stay the same.

The change:

```diff
@@ -62,5 +62,6 @@
 S_sum = sum(np.sum(abs(low.conj().T @ Sp[k] @ up)**2) for k in range(3))
 h, t3 = Q_(1, 2), Q_(3, 2)
-assert abs(S_sum - float(2 * 4 * wigner_6j(h, h, 1, t3, 1, h)**2 * t3)) < 1e-12
+# Racah form: (2J+1)(2J'+1) {S J L; J' S 1}^2 S(S+1)(2S+1) with L = 1, S = 1/2, J = 1/2, J' = 3/2
+assert abs(S_sum - float(2 * 4 * wigner_6j(h, h, 1, t3, h, 1)**2 * h * (h + 1) * (2 * h + 1))) < 1e-12
 w_SI = 2 * pi * sc.c / (lam_nm * 1e-9)
 A_SI = sc.mu_0 * w_SI**3 * muB_SI**2 * (S_sum / 4) / (3 * pi * sc.hbar * sc.c**3)
```

The mended program passes:

```
alpha: 0.0072973526
anomaly a: 0.0011596522
alpha/(2 pi): 0.0011614097
1+4a: 1.0046386
(1+2a)^2: 1.004644
4a^2: 5.3791727e-06
atomic unit of time: 2.4188843e-17 s
input wavelength: 441 nm
omega: 0.10331826 hartree
line strength, a=0: 1.3333333 mu_B^2
line strength, with a: 1.3395253 mu_B^2
A_M1, a=0: 2.5358023e-15 a.u.
A_M1, a=0: 104.83355 1/s
tau, a=0: 9.5389312 ms
A_M1, with a: 2.5475785e-15 a.u.
A_M1, with a: 105.32039 1/s
tau, with a: 9.4948373 ms
shortening by a: 0.044093909 ms
tau with a, 440.5 nm: 9.4625785 ms
tau with a, 441.5 nm: 9.5271693 ms
3*0.5nm/lambda: 0.0034013605
model e_p: 1 hartree
model pair mixing: 0.3 hartree
model L^2 coefficient: 0.05 hartree
model S^2 coefficient: -0.1 hartree
model p3 weight: 0.039709181
model strength, zeta=1e-4: 1.3333333 mu_B^2
4/3 - strength, zeta=0.02: 2.2673302e-05 mu_B^2
4/3 - strength, zeta=0.01: 5.6094192e-06 mu_B^2
model strength, zeta=0.5: 1.3015565 mu_B^2
model ratio a=0.1, zeta=0.5: 1.44
Dirac ratio a=0.1, Z=1: 1.44
(1-R)/(Z alpha)^2, Z=1: 0.062505153
Z_eff: 15.752455
(Z_eff alpha)^2: 0.013213783
R(Z_eff): 0.99915711
1-(Z_eff alpha)^2/16: 0.99917414
O(Z_eff): 0.99916122
(R+2aO)^2: 1.0029511
(R+2aO)^2/R^2: 1.004644
E2 radial integral: 0.12005937 bohr^2
E2 angular factor: 0.8
A_E2: 4.6821241e-20 a.u.
A_E2/A_M1: 1.8378724e-05
plane-wave rate, a=0: 2.531576e-15 a.u.
Dirac M1 + E2, a=0: 2.5315761e-15 a.u.
final rate: 2.5433325e-15 a.u.
final rate: 105.14486 1/s
final tau: 9.5106884 ms
bare Z=18 splitting: 0.17659663 hartree
R(18): 0.99889257
tau with Z=18 orbitals, M1: 9.5159018 ms
final tau / 9.6 ms - 1: -0.0093032909
success
```
